# Resistance-change lobes around a through-silicon via and their area

## Definitions and conventions

A round metal via of radius \(a\) runs perpendicular to a (001) silicon surface. The surface is the plane \(z=0\), and the material fills \(z>0\). A small resistor in the surface has polar position \((r,\theta)\) measured from the via centre. Its current flows along \(x\), the [110] direction, and \(\theta\) is measured from \(x\). Tensile stress is positive.

Via and silicon are taken as linear, isotropic elastic solids with the same Young modulus \(E\), Poisson ratio \(\nu\) and shear modulus \(G=E/[2(1+\nu)]\). They differ in thermal expansion. If the structure is free of stress at \(T_{\rm free}\), the misfit strain of the via relative to silicon at temperature \(T\) is

\[
e=\Delta\alpha\,(T-T_{\rm free}),\qquad \Delta\alpha=\alpha_{\rm via}-\alpha_{\rm Si}.
\]

For copper \(\Delta\alpha>0\), so \(e<0\) after cooling. All strains below are counted from the state that free silicon would have at temperature \(T\).

The resistor fails the specification where \(|\Delta R/R|\ge t\), with a chosen threshold \(t>0\). The claim has two parts. Within this model,

\[
\frac{\Delta R}{R}=\frac{K\cos2\theta}{r^2},
\]

and the threshold curve of this law encloses four lobes of total area \(2r_m^2\), where \(r_m\) is the largest distance of the curve from the via centre. This area includes ground inside the via, where there is no silicon. The silicon actually lost is smaller and is calculated separately.

## Stress far below the surface

Deep in a long via the axial strain equals that of the surrounding silicon, which is zero in our reference. The displacement is radial, \(u(r)\), with strains \(\varepsilon_{rr}=u'\) and \(\varepsilon_{\theta\theta}=u/r\). With \(\Delta=u'+u/r\) and Lamé constant \(\lambda\), the stresses in silicon are \(\sigma_{rr}=\lambda\Delta+2Gu'\) and \(\sigma_{\theta\theta}=\lambda\Delta+2Gu/r\). Radial equilibrium gives

\[
0=\sigma_{rr}'+\frac{\sigma_{rr}-\sigma_{\theta\theta}}r
=\lambda\Delta'+2G\left(u''+\frac{u'}r-\frac u{r^2}\right)=(\lambda+2G)\Delta'.
\]

Hence \(\Delta\) is constant and \(u=c_1r+c/r\). In silicon the displacement must decay, so \(u=c/r\). Then \(\Delta=0\), the axial stress vanishes, and

\[
\sigma_{rr}=-\sigma_{\theta\theta}=\sigma\frac{a^2}{r^2},\qquad \sigma=-\frac{2Gc}{a^2}.
\]

Inside the via \(u\) must be finite at \(r=0\), so \(u=c_1r\). The strain is uniform and \(\sigma_{rr}=\sigma_{\theta\theta}=\sigma\), by continuity of radial stress at the wall. Hooke's law with the misfit strain, applied along the axis, gives

\[
0=\frac{\sigma_{zz}-2\nu\sigma}{E}+e\quad\Rightarrow\quad \sigma_{zz}=2\nu\sigma-Ee .
\]

The hoop strain in the via is therefore

\[
\varepsilon_{\theta\theta}=\frac{(1-\nu)\sigma-\nu\sigma_{zz}}E+e
=(1+\nu)\left[\frac{(1-2\nu)\sigma}{E}+e\right],
\]

where \(1-\nu-2\nu^2=(1+\nu)(1-2\nu)\) was used. On the silicon side of the wall it is \((\sigma_{\theta\theta}-\nu\sigma_{rr})/E=-(1+\nu)\sigma/E\). The displacement is continuous, so the two are equal:

\[
\sigma=-\frac{Ee}{2(1-\nu)} .
\]

Since \(-Ee=2(1-\nu)\sigma\), the axial stress in the via is \(\sigma_{zz}=2\nu\sigma+2(1-\nu)\sigma=2\sigma\).

## Stress at the free surface

The surface cannot carry the axial stress \(2\sigma\). We add a correction field which, at \(z=0\), has \(\sigma_{zz}=-2\sigma\) for \(r<a\), \(\sigma_{zz}=0\) for \(r>a\), and no shear stress. Let \(\Phi\) be a harmonic function whose gradient decays away from the loaded disc, and let subscripts on it denote derivatives. With \(\nabla_\parallel\) the gradient in the plane, try

\[
2G\mathbf u_\parallel=(1-2\nu)\nabla_\parallel\Phi+z\nabla_\parallel\Phi_z,\qquad
2Gu_z=-2(1-\nu)\Phi_z+z\Phi_{zz}.
\]

Because \(\nabla_\parallel^2\Phi=-\Phi_{zz}\), the terms proportional to \(z\) cancel in the divergence, which leaves

\[
2G\,\nabla\!\cdot\mathbf u=-(1-2\nu)\Phi_{zz}-2(1-\nu)\Phi_{zz}+\Phi_{zz}=-2(1-2\nu)\Phi_{zz}.
\]

For a harmonic \(F\), \(\nabla^2(zF)=2F_z\), so \(2G\nabla^2\mathbf u=2\nabla\Phi_{zz}\). The equilibrium equation

\[
\nabla^2\mathbf u+\frac{1}{1-2\nu}\nabla(\nabla\!\cdot\mathbf u)=0
\]

is satisfied. At \(z=0\) the shear stress is \(\nabla_\parallel\) acting on \((1-2\nu)\Phi_z+\Phi_z-2(1-\nu)\Phi_z=0\). The normal stress there is

\[
\sigma_{zz}=2G\left[\partial_zu_z+\frac{\nu}{1-2\nu}\nabla\!\cdot\mathbf u\right]
=-(1-2\nu)\Phi_{zz}-2\nu\Phi_{zz}=-\Phi_{zz}.
\]

The in-plane divergence at the surface is \(2G\nabla_\parallel\!\cdot\mathbf u_\parallel=(1-2\nu)\nabla_\parallel^2\Phi=(1-2\nu)\sigma_{zz}\). It is thus fixed by the local normal stress. Integrating it over a circle of radius \(r>a\) and using the divergence theorem,

\[
2\pi r\,u_r=\frac{1-2\nu}{2G}(-2\sigma)\pi a^2
\quad\Rightarrow\quad u_r=-\frac{(1-2\nu)\sigma a^2}{2Gr}.
\]

Outside the via \(\Phi_{zz}=0\) at the surface, so the full divergence vanishes and the added stress is simply \(2G\) times the strain:

\[
\sigma_{rr}^{\rm add}=2Gu_r'=(1-2\nu)\sigma\frac{a^2}{r^2}=-\sigma_{\theta\theta}^{\rm add}.
\]

Adding the deep field gives \(\sigma[1+(1-2\nu)]=2(1-\nu)\sigma=-Ee\). At the surface, therefore,

\[
\sigma_{rr}=-\sigma_{\theta\theta}=S\frac{a^2}{r^2},\qquad S=-Ee .
\]

The free surface keeps the inverse-square law and multiplies its amplitude by \(2(1-\nu)\). This form is the limit for a resistor much shallower than its distance from the via wall, and the correction is, to leading order, linear in depth. In the worked example below, at \(r=r_m\) (about 4 µm from the wall), the difference \(\sigma_{rr}-\sigma_{\theta\theta}\) is about 6 % below its surface value at a depth of 0.25 µm and 13 % below it at 0.5 µm.

## From stress to resistance

There is no \(r\theta\) shear, so the stress along the current is

\[
\sigma_{xx}=\sigma_{rr}\cos^2\theta+\sigma_{\theta\theta}\sin^2\theta
=S\frac{a^2}{r^2}\cos2\theta=-\sigma_{yy}.
\]

Let axes 1, 2, 3 be the cube axes of silicon. To first order in stress,

\[
\frac{\Delta\rho_{11}}\rho=\pi_{11}\sigma_{11}+\pi_{12}(\sigma_{22}+\sigma_{33}),\qquad
\frac{\Delta\rho_{12}}\rho=\pi_{44}\sigma_{12},
\]

and \(\Delta\rho_{22}\) follows by exchanging 1 and 2. The current direction is \((1,1,0)/\sqrt2\), so the resistivity along it changes by \(\tfrac12(\Delta\rho_{11}+\Delta\rho_{22})+\Delta\rho_{12}\). At the surface \(\sigma_{33}=0\), and \(\sigma_{11}+\sigma_{22}=\sigma_{rr}+\sigma_{\theta\theta}=0\). The first part is \(\tfrac12\rho(\pi_{11}+\pi_{12})(\sigma_{11}+\sigma_{22})=0\). For the second, \(\sigma_{xx}=\tfrac12(\sigma_{11}+\sigma_{22})+\sigma_{12}=\sigma_{12}\). Neglecting the small change of the resistor's dimensions,

\[
\frac{\Delta R}R=\pi_{44}\sigma_{xx}=\frac{K\cos2\theta}{r^2},\qquad K=\pi_{44}Sa^2 .
\]

With \(\pi_{44}>0\) and \(S>0\), resistance rises in the lobes along the current, where the silicon is stretched along \(x\), and falls in the lobes across it. A resistor turned by 90° at the same place has \(\Delta R/R\) of opposite sign and equal size, so its absolute-threshold map is the same.

## The curve and its area

The condition \(|K||\cos2\theta|/r^2\ge t\) reads

\[
r^2\le r_m^2|\cos2\theta|,\qquad r_m^2=\frac{|K|}t .
\]

The boundary reaches \(r_m\) at \(\theta=0,\pi/2,\pi,3\pi/2\) and returns to the centre on the diagonals. It consists of the lemniscate \(r^2=r_m^2\cos2\theta\) and its copy turned by 90°. The area in polar coordinates is

\[
A=\frac12\int_0^{2\pi}r_m^2|\cos2\theta|\,d\theta
=\frac{r_m^2}{4}\int_0^{4\pi}|\cos\varphi|\,d\varphi
=\frac{r_m^2}{4}\,(4\times2)=2r_m^2 ,
\]

with \(\varphi=2\theta\). The interval \(4\pi\) holds four periods of \(|\cos\varphi|\), each contributing 2. One lobe has area \(r_m^2/2\). A limit on increases alone, or on decreases alone, keeps two lobes, with area \(r_m^2\). The circle through the tips has area \(\pi r_m^2\), so the lobes fill \(2/\pi\) of it.

The factor 2 depends on the inverse-square decay. For a decay \(r^{-m}\) the boundary is \(r=r_m|\cos2\theta|^{1/m}\), and the area is \(\tfrac12r_m^2\int_0^{2\pi}|\cos2\theta|^{2/m}d\theta\). For \(m>2\) this exceeds \(2r_m^2\), because a number between 0 and 1 grows when raised to a power below one.

## Removing the via

Let \(q=a^2/r_m^2\). If \(q\ge1\), no silicon beyond the wall exceeds the threshold. For \(q<1\) a lobe extends outside the via where \(\cos2\theta>q\), that is, up to \(\theta_c=\tfrac12\arccos q\) on each side of its axis. Eight equal half-lobes give the silicon area

\[
A_{\rm Si}=8\cdot\frac12\int_0^{\theta_c}\left(r_m^2\cos2\theta-a^2\right)d\theta
=2r_m^2\sin2\theta_c-4a^2\theta_c .
\]

Since \(\cos2\theta_c=q\),

\[
A_{\rm Si}=2r_m^2\sqrt{1-q^2}-2a^2\arccos q .
\]

The footprint that a layout must reserve for the via and the lobes together is \(A_{\rm Si}+\pi a^2\). With \(\pi-2\arccos q=2\arcsin q\) and \(a^2=qr_m^2\),

\[
A_{\rm foot}=2r_m^2f(q),\qquad f(q)=\sqrt{1-q^2}+q\arcsin q .
\]

The derivative is \(f'=-q/\sqrt{1-q^2}+\arcsin q+q/\sqrt{1-q^2}=\arcsin q\ge0\). So \(f\) rises from 1 at \(q=0\) to \(\pi/2\) at \(q=1\), where the footprint is just the via disc. For small \(q\), \(f\approx1+q^2/2\). Thus \(2r_m^2\) is a good value for the combined footprint when the lobes are long, although it overstates the silicon lost by nearly the whole via area.

## Worked example: a copper via

The parameters are rough typical values for a copper via in silicon: \(a=2.5\) µm, \(E=160\) GPa, \(\nu=0.22\), \(\Delta\alpha=14\) ppm/K, \(T_{\rm free}=450\) K, \(T=300\) K, \(\pi_{44}=1.0\) GPa⁻¹ for a p-type resistor, and \(t=5\,\%\).

The misfit strain is \(e=14\times10^{-6}\times(-150)=-0.00210\), so \(S=160\times0.00210=0.336\) GPa, or 336 MPa. The deep amplitude is \(336/1.56=215\) MPa. A finite-element calculation with the same equal constants gives 335.6 MPa at the surface and 215.3 MPa deep down, both evaluated at \(r=r_m\).

The strength is \(K=1.0\times0.336\times2.5^2=2.10\) µm², and

\[
r_m^2=\frac{2.10}{0.05}=42.0\ \text{µm}^2,\qquad r_m=6.48\ \text{µm}.
\]

The four lobes have area \(2r_m^2=84.0\) µm² \((8.40\times10^{-11}\) m²), or 21.0 µm² each. A map of small square cells, with the resistance change in each computed from the stress tensor and all three piezoresistance coefficients, gives 83.99 µm² by counting cells.

Here \(q=6.25/42.0=0.149\). The silicon lost is 65.3 µm², and lobes plus via disc cover 84.9 µm², about 1 % more than \(2r_m^2\). The circle through the tips covers 132 µm². Reserving the lobes instead of that circle saves area, and in this model, for p-type resistors alone, the saving does not require a fixed resistor direction. For a current at angle \(\phi\) to [110], with \(\theta\) still measured from [110], the change is \((Sa^2/r^2)[\pi_{44}\cos2\phi\cos2\theta+(\pi_{11}-\pi_{12})\sin2\phi\sin2\theta]\). The second term is small here, so turning the current mainly shrinks the lobes. With the coefficients \(\pi_{11}=0.06\) and \(\pi_{12}=-0.01\) GPa⁻¹, the lobes for all directions together cover 84.7 µm².

The linear law gives \(\Delta R/R=33.6\,\%\) at the wall, too large for a first-order response to be trusted. The area does not depend on that value, since the boundary outside the via lies where the change is 5 %.

**Current along a cube axis.** For a current along [100], with \(\theta\) measured from that axis, \(\Delta R/R=\pi_{11}\sigma_{11}+\pi_{12}\sigma_{22}=(\pi_{11}-\pi_{12})\sigma_{11}\). The area law is unchanged, but \(\pi_{44}\) is replaced by \(\pi_{11}-\pi_{12}=0.06+0.01=0.07\) GPa⁻¹. With geometry, load and threshold held fixed, \(r_m^2=0.07\times42.0=2.9\) µm². This is less than \(a^2=6.25\) µm², so \(q>1\) and no silicon is lost in this model. This holds for the p-type coefficients only. In lightly doped n-type silicon the roles are reversed: \(\pi_{44}\) is small and \(\pi_{11}-\pi_{12}\) is roughly \(-1.6\) GPa⁻¹, so a current along [100] gives lobes that reach about 8 µm along the cube axes, on the diagonals of the p-type map. A layout with both types must reserve both sets of lobes, about three quarters of the circle through the longest tips.

## What the model leaves out

**Elastic constants, liner and length.** Giving copper its own rough constants (120 GPa, 0.35) multiplies the stress amplitude \(r^2(\sigma_{rr}-\sigma_{\theta\theta})/(2a^2)\) at \(r_m\) by 1.037, relative to \(S\). This stress difference is what \(\pi_{44}\) responds to. Adding a 0.2 µm oxide liner and a finite length, with the via running through a 50 µm thick slab between two free faces, brings the factor to 1.006 at \(r_m\) and 1.011 at \(2r_m\). These finite-element factors are uncertain by about 0.001 from the mesh. With copper's constants alone the factor drifts more, to about 1.06 at \(2r_m\). For these numbers the inverse-square law is well kept at these two distances. It does not hold at distances comparable with the slab thickness, where the surface stress falls off faster.

**Crystal anisotropy.** With cubic constants \(C_{11},C_{12},C_{44}=166,64,80\) GPa, a Fourier solution of the deep field, scaled by the isotropic surface factor 1.56, gives a silicon area of 74.9 µm². The same method with the isotropic constants of the example gives 65.2 µm². Both values are about 0.1 µm² low because of the grid. The cubic constants thus add about 15 % in this estimate, which counts the \(\pi_{44}\) response alone. Part of this comes from mean stiffness: the Hill average of the cubic constants (163 GPa, 0.222) gives 67.2 µm², so anisotropy itself adds about 12 %. The factor \(\cos2\theta\) was derived for isotropic silicon, so the relation between area and tip distance is then approximate.

**Temperature of use.** At 375 K the cooling from \(T_{\rm free}\) is 75 K instead of 150 K, and the stress halves. If \(\pi_{44}\) also falls as \(1/T\), a rough scaling assumed here, the lobe area is multiplied by \(0.5\times300/375=0.40\), to about 34 µm² at the same threshold. In this model, with \(T\) below \(T_{\rm free}\), the coldest temperature of use sets the reserved area.

**Neighbours and resistor length.** In the half-space model, a second via at a pitch \(p=40\) µm along \(x\) adds \((r_m/(p-r_m))^2=3.7\,\%\) of the threshold value at the tip facing it. In a 50 µm thick slab with equal elastic constants the contribution is smaller, about 3.0 %. For a resistor of length \(L=2\) µm centred at distance \(x_0\) on the \(x\) axis,

\[
\frac1L\int_{x_0-L/2}^{x_0+L/2}\frac{dx}{x^2}=\frac1{x_0^2-L^2/4}.
\]

At \(x_0=r_m\) the average change is 1.024 times that at the centre. The tip on this axis moves out to \(\sqrt{r_m^2+L^2/4}=\sqrt{43.0}=6.56\) µm.

**Nonlinear response.** If the resistance followed \(\exp(K\cos2\theta/r^2)\), the threshold would be met at \(\ln(1+t)\) in the positive lobes and at \(\ln(1-t)\) in the negative ones. Their areas would change by factors 1.025 and 0.975, which nearly cancel in the total.

## Comparison with real vias

The example uses rough inputs, not data for a particular process. The value \(\pi_{44}=1.0\) GPa⁻¹ is moderate: lightly doped p-type silicon has a somewhat larger one, and heavy doping lowers it. The lobe area \(2r_m^2\) is proportional to \(\pi_{44}\). Another uncertain input is \(T_{\rm free}\), which depends on annealing and on flow of the copper. Raising it from 450 K to 500 K, with all else fixed, would multiply the lobe area by \(200/150=1.33\). Elastic behaviour of the copper is also doubtful. Deep in the via, with copper's own constants and no liner, the von Mises stress is 175 MPa, comparable with the rough yield stress of plated copper, one to a few hundred MPa. Plastic flow would change the stress left after cooling, and this model does not give the size of that change. The figure of 84 µm² is therefore an estimate for the stated inputs; a layout rule would need the stress history and piezoresistance of the actual process.

## Table of computed values

```
via radius a = 2.50 um
silicon E = 160 GPa, nu = 0.22
expansion difference = 14.0 ppm/K
stress-free T = 450 K, use T = 300 K
misfit strain e = -0.00210
pi11, pi12, pi44 = 0.06, -0.01, 1.00 1/GPa
threshold t = 5.0 %
deep wall stress = 215.4 MPa
surface wall stress S = 336.0 MPa
surface/deep factor = 1.560
FEM surface amplitude = 335.6 MPa
FEM deep amplitude = 215.3 MPa
dR/R at wall on x axis = 33.6 %
K = 2.100 um^2
tip radius r_m = 6.481 um, r_m/a = 2.592
stress at tip = 50.0 MPa
q = a^2/r_m^2 = 0.1488
four-lobe area 2 r_m^2 = 84.00 um^2
four-lobe area, pixels = 83.99 um^2
one lobe = 21.00 um^2
positive lobes, pixels = 41.99 um^2
silicon outside via = 65.30 um^2
silicon outside via, pixels = 65.29 um^2
lobes plus via disc = 84.93 um^2
lobes plus via disc, pixels = 84.93 um^2
via disc = 19.63 um^2
circle through tips = 131.95 um^2
lobes/circle = 0.6366
number of lobes outside via = 4
Neglected effects:
copper E = 120 GPa, nu = 0.35
copper constants: tip stress x 1.037
oxide E = 70 GPa, nu = 0.17
oxide expansion difference = -2.1 ppm/K
liner = 0.20 um, via length = 50 um
copper+liner+length: at r_m x 1.006
copper+liner+length: at 2 r_m x 1.010
deep copper von Mises = 175 MPa
cubic C11, C12, C44 = 166, 64, 80 GPa
silicon area, isotropic Fourier = 65.2 um^2
silicon area, cubic Fourier = 74.9 um^2
cubic/isotropic area = 1.149
use at 375 K: stress x 0.500
same with pi44 ~ 1/T: lobe area x 0.400
via pitch = 40 um
neighbour via at tip = 3.7 % of t
resistor length = 2.0 um
length averaging at tip: x 1.0244
exponential law, positive lobes: area x 1.0248
exponential law, negative lobes: area x 0.9748
```
